# Reading a Schottky barrier from the temperature dependence of saturation current: a numerical check

```python
"""
Result under test: for a constant barrier phi >> kT the thermionic saturation
current density is J = A* T^2 exp(-phi/kT), so the plain Arrhenius slope
-d ln J / d(1/kT) equals phi + 2kT, while the slope of ln(J/T^2) equals phi.

Symbols: phi barrier (eV) from the Fermi level; T temperature (K);
A* Richardson constant (A/cm2/K2); beta = 1/kT (1/eV); J in A/cm2.
J is computed from its definition, a momentum integral of velocity times
Fermi-Dirac occupation over the six ellipsoidal valleys of (100) silicon.
Material values are rough typical ones.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import expit

q, h, hbar = const.e, const.h, const.hbar
m0, k_joule = const.m_e, const.k
k_ev = k_joule / q

# Inputs
phi = 0.70                    # eV
m_long, m_trans = 0.92, 0.19  # electron masses of silicon / m0
m_hole = 1.0                  # density-of-states hole mass / m0
eps = 11.7 * const.epsilon_0  # F/m
donors = 1e22                 # 1/m3 (1e16 1/cm3)
mobility_300 = 0.12           # m2/Vs (1200 cm2/Vs)
mobility_power = -2.4
gap = 1.12                    # eV
lifetime = 1e-6               # s
drift = 0.25e-3               # eV/K, fall of barrier with temperature
spread = 0.020                # eV, standard deviation of barrier heights
T_ref = 300.0
temps = np.linspace(250.0, 350.0, 11)
beta = 1 / (k_ev * temps)

# One momentum grid serves all valleys; p_y and p_z use half axes (factor 4).
nodes, weights = np.polynomial.legendre.leggauss(60)
nodes, weights = 3.5 * (nodes + 1), 3.5 * weights
UX, UY, UZ = np.meshgrid(nodes, nodes, nodes, indexing="ij")
W3 = 4 * np.einsum("i,j,k->ijk", weights, weights, weights)


def emission(T, barrier):
    """J (A/cm2), mean total energy and mean normal kinetic energy (eV)."""
    kT = k_joule * T
    unit = np.sqrt(2 * m_long * m0 * kT)
    flux = total = normal = 0.0
    for masses in ((m_long, m_trans, m_trans),
                   (m_trans, m_long, m_trans),
                   (m_trans, m_trans, m_long)):
        mx, my, mz = (m * m0 for m in masses)
        e_x = (unit * UX)**2 / (2 * mx)
        e_t = (unit * UY)**2 / (2 * my) + (unit * UZ)**2 / (2 * mz)
        energy = barrier * q + e_x + e_t
        # two valleys per axis, two spins
        part = (4 * (unit / h)**3 * W3 * (unit * UX / mx)
                * expit(-energy / kT))
        flux += part.sum()
        total += (part * energy).sum()
        normal += (part * e_x).sum()
    return q * flux * 1e-4, total / flux / q, normal / flux / q


def line_fit(y):
    """Least-squares line in beta: apparent barrier (eV) and intercept."""
    slope, intercept = np.polyfit(beta, y, 1)
    return -slope, intercept


# Richardson constant and emission law against the momentum integral
A_free = 4 * np.pi * q * m0 * k_joule**2 / h**3 * 1e-4
mass_factor = 2 * m_trans + 4 * np.sqrt(m_long * m_trans)
A_star = A_free * mass_factor
J = np.array([emission(T, phi)[0] for T in temps])
assert np.allclose(J, A_star * temps**2 * np.exp(-phi * beta), rtol=1e-8)

# Low barrier, where Boltzmann statistics fail: Fermi-Dirac closed form
mp.mp.dps = 30
x_low = 0.05 / (k_ev * T_ref)
fermi_sum = float(-mp.polylog(2, -mp.e**(-x_low)))
J_low = emission(T_ref, 0.05)[0]
assert abs(J_low / (A_star * T_ref**2 * fermi_sum) - 1) < 1e-7
assert abs(fermi_sum / np.exp(-x_low) - 1) > 0.01

# Local slope by finite difference, and mean energy of crossing electrons
kT_ref = k_ev * T_ref
J_ref, mean_energy, mean_normal = emission(T_ref, phi)
step = 1e-3
J_up = emission(T_ref / (1 + step), phi)[0]
J_down = emission(T_ref / (1 - step), phi)[0]
local_slope = -(np.log(J_up) - np.log(J_down)) * kT_ref / (2 * step)
assert abs(local_slope - (phi + 2 * kT_ref)) < 1e-6
assert abs(local_slope - mean_energy) < 1e-6
assert abs(mean_normal - kT_ref) < 1e-7
tangent_ratio = J_ref * np.exp(local_slope / kT_ref) / (A_star * T_ref**2)
assert abs(tangent_ratio / np.exp(2) - 1) < 1e-4

# Fits over the whole range
plain, plain_icpt = line_fit(np.log(J))
corrected, corr_icpt = line_fit(np.log(J / temps**2))
excess = plain - phi
residual = np.log(J) - (plain_icpt - plain * beta)
assert abs(corrected - phi) < 1e-7
assert abs(np.exp(corr_icpt) / A_star - 1) < 1e-5
assert 2 * k_ev * temps[0] < excess < 2 * k_ev * temps[-1]
assert np.max(np.abs(residual)) < 0.04

# A least-squares slope is the mean of chord slopes weighted by distance^2
i, j = np.triu_indices(len(temps), 1)
gap_beta = beta[i] - beta[j]
chords = -(np.log(J[i]) - np.log(J[j])) / gap_beta
assert abs(np.average(chords, weights=gap_beta**2) - plain) < 1e-8

T1, T2 = temps[0], temps[-1]
two_point = np.log(J[-1] / J[0]) / (beta[0] - beta[-1])
two_excess = 2 * k_ev * T1 * T2 * np.log(T2 / T1) / (T2 - T1)
assert abs(two_point - phi - two_excess) < 1e-7

# Barrier that falls linearly with temperature, same value at T_ref
phi_zero = phi + drift * T_ref
J_drift = np.array([emission(T, phi_zero - drift * T)[0] for T in temps])
drift_corrected = line_fit(np.log(J_drift / temps**2))[0]
drift_plain = line_fit(np.log(J_drift))[0]
assert abs(drift_corrected - phi_zero) < 1e-7
assert abs(drift_plain - phi_zero - excess) < 1e-7

# Neglected effects: each multiplies J by a factor; the fit is linear in ln J,
# so the fitted slope of ln(factor) is the shift of the apparent barrier.
m_dos = 6**(2 / 3) * (m_long * m_trans**2)**(1 / 3)


def band_density(mass, T):
    return 2 * (2 * np.pi * mass * m0 * k_joule * T / h**2)**1.5


def peak_field(T):
    bending = phi - k_ev * T * np.log(band_density(m_dos, T) / donors)
    return np.sqrt(2 * q * donors * (bending - k_ev * T) / eps)


def tunnel_ratio(T):
    """WKB tunnelling current over thermionic current, triangular barrier."""
    kT = k_ev * T
    decay = (4 * np.sqrt(2 * m_trans * m0) * q**1.5
             / (3 * hbar * q * peak_field(T)))
    return quad(lambda d: np.exp(d / kT - decay * d**1.5) / kT, 0, 0.3)[0]


field = peak_field(temps)
image = np.sqrt(q * field / (4 * np.pi * eps))
tunnel = np.array([tunnel_ratio(T) for T in temps])
v_emit = A_star * 1e4 * temps**2 / (q * band_density(m_dos, temps))
v_drift = mobility_300 * (temps / 300)**mobility_power * field
n_i = (np.sqrt(band_density(m_dos, temps) * band_density(m_hole, temps))
       * np.exp(-gap * beta / 2))
width = eps * field / (q * donors)
J_gen = q * n_i * width / (2 * lifetime) * 1e-4
gh_x, gh_w = np.polynomial.hermite.hermgauss(30)
patches = np.array([np.sum(gh_w * np.exp(-b * spread * np.sqrt(2) * gh_x))
                    / np.sqrt(np.pi) for b in beta])

shift_image = line_fit(image * beta)[0]
shift_tunnel = line_fit(np.log(1 + tunnel))[0]
shift_diff = line_fit(-np.log(1 + v_emit / v_drift))[0]
shift_gen = line_fit(np.log(1 + J_gen / J))[0]
shift_patch = line_fit(np.log(patches))[0]
# 5 %: the fit averages 1/T over the range instead of taking it at T_ref
assert abs(shift_patch / (-spread**2 / kT_ref) - 1) < 0.05
z = mp.e**(-mp.mpf(phi) / (k_ev * T2))
degeneracy = float(1 + mp.polylog(2, -z) / z)
mid = int(np.argmin(np.abs(temps - T_ref)))

print(f"barrier phi: {phi:.3f} eV")
print(f"masses m_l, m_t: {m_long:.2f}, {m_trans:.2f} m0")
print(f"relative permittivity: {eps / const.epsilon_0:.1f}")
print(f"donor density: {donors * 1e-6:.1e} 1/cm3")
print(f"free-electron Richardson constant: {A_free:.2f} A/cm2/K2")
print(f"mass factor for (100) silicon: {mass_factor:.3f}")
print(f"Richardson constant A*: {A_star:.1f} A/cm2/K2")
print(f"kT at 300 K: {kT_ref * 1e3:.2f} meV")
print(f"2kT at 300 K: {2 * kT_ref * 1e3:.2f} meV")
for T, current in zip(temps, J):
    print(f"J at {T:.0f} K: {current:.4e} A/cm2")
print(f"local Arrhenius slope, 300 K: {local_slope:.4f} eV")
print(f"mean energy of crossing electrons: {mean_energy:.4f} eV")
print(f"mean normal kinetic energy: {mean_normal * 1e3:.2f} meV")
print(f"tangent prefactor / (A* T^2): {tangent_ratio:.3f}")
print(f"plain fit, apparent barrier: {plain:.4f} eV")
print(f"plain fit, excess over phi: {excess * 1e3:.2f} meV")
print(f"temperature matching the excess: {excess / (2 * k_ev):.1f} K")
print(f"plain fit, largest residual in ln J: "
      f"{np.max(np.abs(residual)):.4f}")
print(f"span of ln J over the range: {np.log(J[-1] / J[0]):.2f}")
print(f"J(300 K) factor if plain barrier reused: "
      f"{np.exp(-excess / kT_ref):.3f}")
print(f"T^2-corrected fit, barrier: {corrected:.4f} eV")
print(f"T^2-corrected fit, A*: {np.exp(corr_icpt):.1f} A/cm2/K2")
print(f"two-point slope, 250 and 350 K: {two_point:.4f} eV")
print(f"two-point excess: {two_excess * 1e3:.2f} meV")
print(f"barrier drift assumed: {drift * 1e3:.2f} meV/K")
print(f"drifting barrier, corrected fit: {drift_corrected:.4f} eV")
print(f"drifting barrier, plain fit: {drift_plain:.4f} eV")
print(f"peak field at 300 K: {field[mid] * 1e-8:.4f} MV/cm")
print(f"depletion width at 300 K: {width[mid] * 1e9:.0f} nm")
print(f"image lowering at 300 K: {image[mid] * 1e3:.1f} meV")
print(f"slope shift, image force: {shift_image * 1e3:.1f} meV")
print(f"tunnel/thermionic current, 300 K: {tunnel[mid]:.2f}")
print(f"slope shift, tunnelling: {shift_tunnel * 1e3:.1f} meV")
print(f"mobility at 300 K: {mobility_300 * 1e4:.0f} cm2/Vs, "
      f"power of T: {mobility_power:.1f}")
print(f"emission/drift velocity, 300 K: {v_emit[mid] / v_drift[mid]:.3f}")
print(f"slope shift, diffusion limit: {shift_diff * 1e3:.1f} meV")
print(f"gap {gap:.2f} eV, hole mass {m_hole:.1f} m0, "
      f"lifetime {lifetime * 1e6:.1f} us")
print(f"generation/thermionic current, 250 K: {J_gen[0] / J[0]:.1e}")
print(f"slope shift, generation: {shift_gen * 1e3:.3f} meV")
print(f"barrier spread assumed: {spread * 1e3:.0f} meV")
print(f"slope shift, barrier spread: {shift_patch * 1e3:.1f} meV")
print(f"degeneracy correction to J, 350 K: {degeneracy:.1e}")
print("every check passed")
```

Running it gives:

```
barrier phi: 0.700 eV
masses m_l, m_t: 0.92, 0.19 m0
relative permittivity: 11.7
donor density: 1.0e+16 1/cm3
free-electron Richardson constant: 120.17 A/cm2/K2
mass factor for (100) silicon: 2.052
Richardson constant A*: 246.6 A/cm2/K2
kT at 300 K: 25.85 meV
2kT at 300 K: 51.70 meV
J at 250 K: 1.1928e-07 A/cm2
J at 260 K: 4.5017e-07 A/cm2
J at 270 K: 1.5442e-06 A/cm2
J at 280 K: 4.8633e-06 A/cm2
J at 290 K: 1.4187e-05 A/cm2
J at 300 K: 3.8621e-05 A/cm2
J at 310 K: 9.8774e-05 A/cm2
J at 320 K: 2.3870e-04 A/cm2
J at 330 K: 5.4784e-04 A/cm2
J at 340 K: 1.1995e-03 A/cm2
J at 350 K: 2.5156e-03 A/cm2
local Arrhenius slope, 300 K: 0.7517 eV
mean energy of crossing electrons: 0.7517 eV
mean normal kinetic energy: 25.85 meV
tangent prefactor / (A* T^2): 7.389
plain fit, apparent barrier: 0.7508 eV
plain fit, excess over phi: 50.79 meV
temperature matching the excess: 294.7 K
plain fit, largest residual in ln J: 0.0172
span of ln J over the range: 9.96
J(300 K) factor if plain barrier reused: 0.140
T^2-corrected fit, barrier: 0.7000 eV
T^2-corrected fit, A*: 246.6 A/cm2/K2
two-point slope, 250 and 350 K: 0.7507 eV
two-point excess: 50.74 meV
barrier drift assumed: 0.25 meV/K
drifting barrier, corrected fit: 0.7750 eV
drifting barrier, plain fit: 0.8258 eV
peak field at 300 K: 0.0381 MV/cm
depletion width at 300 K: 246 nm
image lowering at 300 K: 21.7 meV
slope shift, image force: -24.7 meV
tunnel/thermionic current, 300 K: 0.58
slope shift, tunnelling: -15.6 meV
mobility at 300 K: 1200 cm2/Vs, power of T: -2.4
emission/drift velocity, 300 K: 0.110
slope shift, diffusion limit: -7.9 meV
gap 1.12 eV, hole mass 1.0 m0, lifetime 1.0 us
generation/thermionic current, 250 K: 1.8e-03
slope shift, generation: -0.110 meV
barrier spread assumed: 20 meV
slope shift, barrier spread: -15.9 meV
degeneracy correction to J, 350 K: 2.1e-11
every check passed
```
